Why half a trap-level shift reaches the multiphonon capture barrier

**Question.** A trap in an oxide captures an electron from a nearby electrode by a multiphonon transition. The trap level is close to resonance with the electrons in the electrode, and a small change of bias shifts it. The empty and filled trap have lattice-energy parabolas of equal curvature. Why does the classical capture barrier change by half the level shift, and where does the other half go?

**Answer.** The barrier is the height of a crossing between two curves, and the crossing moves sideways when one curve is raised or lowered. To follow that motion, the energies must first be defined.

**The two curves**

Let u be the lattice coordinate along which the trap relaxes, scaled so that the empty trap has its minimum at u = 0 and the filled trap at u = 1. The initial state is the empty trap plus an electron at the Fermi energy of the electrode. The final state is the filled trap. With one harmonic mode and equal curvatures,

V1(u) = λu²

V2(u) = λ(u − 1)² + D.

The relaxation energy λ is the energy the lattice releases when the trap has just been filled at u = 0 and then relaxes to u = 1. D is the energy of the filled minimum minus that of the initial minimum. Bias is assumed to change D and to leave λ and the shapes of the curves alone. A common shift of both curves has no effect, since the barrier is measured from the minimum of V1.

"Resonant" here means D = 0: the relaxed, thermodynamic trap level is aligned with the Fermi energy.

The electron moves much faster than the lattice, so it changes state at fixed u. It must also conserve energy. A classical lattice can therefore make the transition where V1 = V2, and the capture barrier B is the energy needed to climb from the minimum of V1 to that crossing. The electronic coupling is taken to be weak enough not to round off the crossing appreciably.

**The mechanism**

At resonance the crossing lies midway, at u = 1/2, by symmetry. The slopes there are

dV1/du = 2λu = λ

dV2/du = 2λ(u − 1) = −λ.

Now raise V2 by a small energy δ. At the old crossing V2 lies above V1 by δ. Moving to the right closes this gap from both sides: V1 rises with slope λ and V2 falls with slope λ, so the gap closes at the rate 2λ. The new crossing is displaced by

Δu = δ/(2λ).

Over this distance V1 climbs by

ΔB = λ Δu = δ/2.

The rising initial curve closes half of the gap, and the falling final curve closes the other half. The part closed by V1 is the change of the capture barrier. If V2 is lowered, δ is negative and the same argument runs to the left.

The argument applies to other curve shapes. Write V2 = W(u) + D and let the crossing be u_c(D). Differentiating V1(u_c) = W(u_c) + D with respect to D gives

V1' du_c/dD = W' du_c/dD + 1, so du_c/dD = 1/(V1' − W').

Because B is V1(u_c) minus a constant,

dB/dD = V1' du_c/dD = V1'/(V1' − W').

The share is one half when the slopes at the crossing are equal and opposite.

**The formula**

For the two parabolas the crossing condition is

λu² = λ(u² − 2u + 1) + D.

The quadratic terms cancel because the curvatures are equal, leaving 2λu = λ + D, or

u_c = (1 + D/λ)/2.

Inserting this in V1 gives the barrier:

B(D) = λu_c² = (λ + D)²/(4λ) = λ/4 + D/2 + D²/(4λ).

Its derivative is

dB/dD = (λ + D)/(2λ) = u_c.

The fraction of a small shift that reaches the capture barrier is thus the position of the crossing between the two minima. One half is the slope at D = 0. For a finite shift it is the leading term.

If the level moves from D₀ to D₀ + δ, the difference of squares gives

B(D₀ + δ) − B(D₀) = δ(2λ + 2D₀ + δ)/(4λ) = δ[u_c(D₀) + u_c(D₀ + δ)]/2.

The share is the mean of the initial and final crossing positions. Starting from resonance it is 1/2 + δ/(4λ).

The meaning of "near-resonant" matters. If the vertical level is aligned instead, the curves meet at u = 0. Then V2(0) = λ + D = 0, so D = −λ, the barrier vanishes and its slope is zero. At the opposite end, D = +λ, the crossing sits at the filled minimum and the capture barrier follows the whole shift.

**Where the other half goes**

Emission starts from the filled minimum, at energy D, and passes through the same crossing. Its barrier is

B_e = B − D = [(λ + D)² − 4λD]/(4λ) = (λ − D)²/(4λ).

At resonance dB_e/dD = −1/2. Lowering the trap level makes capture easier by half the shift and emission harder by the other half.

In the classical weak-coupling limit both rates have the form prefactor × exp(−barrier/kT). The prefactor depends on how fast the energy gap changes as the lattice passes the crossing. Here V1 − V2 = λ(2u − 1) − D, whose slope 2λ does not depend on D, so the prefactors are unaffected by the shift. The ratio of capture to emission then changes by exp(−δ/kT). The equilibrium occupation responds to the full shift, while each rate responds to about half.

**What the half depends on**

Parabolas of equal curvature are sufficient but not necessary. Suppose the curves are mirror images, V2(u) = V1(1 − u) + D, with one crossing between the minima. Reflection exchanges the wells and reverses the sign of D, so B_e(D) = B(−D). Together with B_e = B − D this gives

B(D) − B(−D) = D.

Dividing by 2D and letting D go to zero gives dB/dD = 1/2, even for anharmonic curves.

Unequal curvatures break the symmetry. At resonance let V1 = k₁u²/2 and V2 = k₂(u − 1)²/2, meeting at height B. The slope magnitudes there are k₁u = √(2k₁B) and k₂(1 − u) = √(2k₂B). The slope rule gives

dB/dD = √k₁/(√k₁ + √k₂).

If the filled trap is softer, with k₂ = 0.8k₁, the share is 0.528.

Quantum motion of the nuclei changes the rate but keeps the half at resonance. Capture takes vibrational level m of the empty trap to level n of the filled trap, with mħω = nħω + D. Its weight G(D) is the sum of squared overlaps times the thermal populations of the levels m. The emission weight G_e(D) has the same overlaps with the populations of the levels n. For equal frequencies these populations differ by the factor exp[−(m − n)ħω/kT] = exp(−D/kT), so G(D) = exp(−D/kT) G_e(D). Mirror symmetry gives G_e(D) = G(−D). Hence

−kT ln[G(D)/G(−D)] = D.

The apparent barrier −kT ln G therefore changes by D between −D and +D, which is half of the total shift 2D.

A metal also supplies electrons at energies E away from its Fermi energy. For such an electron D is replaced by D − E. With a constant density of states and constant coupling, the capture rate is proportional to

∫ f(E) exp[−(λ + D − E)²/(4λkT)] dE,

where f is the Fermi function. Expanding the square turns this into

exp(−λ/4kT) exp(−D/2kT) ∫ f(E) exp(E/2kT) exp[−(D − E)²/(4λkT)] dE.

Since f(E) exp(E/2kT) = 1/[2 cosh(E/2kT)] is even in E, the remaining integral is even in D. Its logarithm has zero slope at D = 0, and the half again survives. Away from resonance the spread of electron energies pulls the share seen in the rate towards one half: for λ = 1.20 eV at 300 K it is about 0.08 at D = −λ and 0.92 at D = +λ, in place of the single-level values 0 and 1.

**The number**

Take an electron trap 1.0 nm from a metal electrode in a 5.0 nm hafnium-oxide film, with λ = 1.20 eV and ħω = 0.050 eV. Let the trap be resonant at 1.0 MV/cm, and raise the field to 1.5 MV/cm. The field is counted positive when the electron's potential energy falls from the electrode into the oxide. The change, 0.5 MV/cm = 0.05 V/nm, corresponds to 0.25 V across the film. The trap shifts by

D = −e × (1.0 nm) × (0.05 V/nm) = −0.050 eV.

The crossing moves from u = 0.500 to (1 − 0.050/1.20)/2 = 0.479. The capture barrier was 1.20/4 = 0.300 eV, and it changes by

ΔB = −0.0250 + 0.050²/(4 × 1.20) = −0.0250 + 0.0005 = −0.0245 eV.

The share is 0.490, the mean of the two crossing positions. The emission barrier rises by 0.0255 eV, and the two magnitudes add up to the level shift of 0.050 eV.

At 300 K, kT = 0.02585 eV. Capture becomes faster by exp(0.02448/0.02585) = 2.58, and emission slows to 0.373 of its former rate. Their ratio grows by 6.92, the factor that would follow for capture alone if the whole shift were wrongly assigned to its barrier. Using exactly half gives 2.63, which is 2% above the full classical result. That error in the rate is governed by δ²/(4λkT), so the half rule for rates needs |δ| well below √(4λkT), about 0.35 eV here. At 358 K, with λ and the level alignment held fixed, the capture factor falls to 2.21.

**Beside a real device**

These parameters are rough typical values for oxide traps in resistive and charge-trap memory, not data for an identified defect. The final field is 0.375 of a rough breakdown field of 4 MV/cm. The following estimates concern this example.

- Nuclear tunnelling raises the rate at resonance by about 2.5 (2.48 for a single 0.050 eV mode, 2.65 if λ is spread evenly over modes from 0.02 to 0.08 eV), but the apparent barrier change becomes −0.0244 eV in either case, almost the classical value. With classical nuclei and the metal's energy spread included, it is −0.0245 eV.
- The field also eases the electron's tunnelling to the trap. For a rough 2.0 eV oxide barrier and a tunnelling mass of 0.2 electron masses, the gain is 1.042, equivalent to a further −0.0011 eV. The same barrier makes the coupling grow with electron energy, which lowers the share seen in the rate at resonance from 0.500 to about 0.496.
- The field pulls on the ions. A linear term −fu common to both curves moves both minima by f/(2λ), keeps λ, and replaces D by D − f. For one elementary charge on a mode of mass 16 u, displaced by 0.050 nm along the field, the field change of 0.05 V/nm changes f by 0.0025 eV. This changes the barrier by about 0.001 eV, with a sign set by the direction of displacement.
- In a two-state model, an assumed electronic coupling of 0.005 eV puts the top of the lower mixed curve about 0.005 eV below the crossing, while the share at resonance stays at 0.500. This lowering would count only if the lattice followed the mixed curve. Here the Landau–Zener probability of a transition is only 1 to 2% per pass at 300 K, so the weak-coupling rate keeps the barrier at the crossing.

Resonance itself need not hold, because traps in a disordered oxide can have different levels. A trap at D = −0.3 eV has a local share of 0.375, and one at D = +0.3 eV has 0.625. For the same 0.050 eV lowering, their barriers fall by roughly 0.018 and 0.031 eV instead of 0.0245 eV. These values are for an electron at the Fermi energy; with the metal's energy spread the apparent falls are about 0.019 and 0.030 eV. Charge trapped elsewhere during the bias change would alter the local field, and then the actual level shift must be used in place of the one calculated from a uniform field. The numerical output below lists the inputs and the main results.

Values computed for the example and the checks

```
INPUTS (rough typical values)
relaxation energy: 1.20 eV
phonon energy: 0.050 eV
Huang-Rhys factor: 24.0
trap depth: 1.0 nm; film: 5.0 nm
field: 1.0 to 1.5 MV/cm
film voltage change: 0.250 V
kT at 300 K: 0.02585 eV; at 358 K: 0.03085 eV
BARRIERS
level shift D: -0.0500 eV
crossing u before: 0.5000
crossing u after: 0.4792
capture barrier before: 0.30000 eV; after: 0.27552 eV
capture barrier change: -0.02448 eV
half of the shift: -0.02500 eV
quadratic remainder: 0.00052 eV
share of shift in capture barrier: 0.4896
emission barrier before: 0.30000 eV; after: 0.32552 eV
emission barrier change: 0.02552 eV
RATE FACTORS (after / before)
capture, 300 K: 2.578
capture if exactly half, 300 K: 2.630
capture if whole shift counted: 6.918
emission, 300 K: 0.373
capture/emission ratio, 300 K: 6.918
capture, 358 K: 2.211
LOCAL SHARE dB/dD AWAY FROM RESONANCE
D = -0.6 eV: 0.250
D = -0.3 eV: 0.375
D = +0.0 eV: 0.500
D = +0.3 eV: 0.625
D = +0.6 eV: 0.750
EFFECTS OUTSIDE THE MODEL
nuclear tunnelling, rate gain at resonance: 2.48
apparent barrier change, quantum nuclei: -0.02438 eV
share at resonance, quantum nuclei: 0.5000
apparent barrier change, metal spread: -0.02453 eV
share at resonance, metal spread: 0.5000
oxide barrier: 2.0 eV; tunnel mass: 0.2 m_e (rough)
electron tunnelling gain from field: 1.042
same as a barrier change: -0.00107 eV
share if filled/empty curvature is 0.8: 0.5279
lattice displacement, 16 u mode: 0.0501 nm
extra level shift, one charge on mode: 0.00250 eV
assumed electronic coupling: 0.0050 eV
barrier lowering by coupling: 0.00498 eV
share at resonance with coupling: 0.49998
rough breakdown field: 4.0 MV/cm
final field / breakdown field: 0.375
```
